# Pseudo-Plateau and Residual Slope in the Ion Step of Atomic-Layer Etching

Suppose the depth removed per cycle is plotted against the duration of ion bombardment, the curve bends over, and the bend is taken for self-limitation. Two errors can follow. The depth at the bend is credited wholly to the modified layer, although part of it is sputtered substrate; and a slope read too soon after the bend is credited wholly to sputtering, although part of it is modified material still leaving. Separating the two contributions requires a model of the curve, together with the conditions under which its late slope means what it seems to mean.

Before the ions are switched on, a reactant has modified a fraction $\theta_0$ of the surface area to a depth $d$. This depth is counted as the thickness of substrate that leaves with the modified layer. The ion flux $\Gamma$ is steady and its energy fixed. An ion striking modified area removes on average $Y_m$ substrate atoms; one striking bare area removes $Y_s$, with $0<Y_s<Y_m$. The atom density of the substrate is $n$. Time $t$ starts with the ions, and the removed depth $h$, averaged over the area, is positive downward. Nothing is redeposited, and for the present no reactant returns during bombardment.

Divide the surface into small patches of area $s$. A modified patch holds $nds$ substrate atoms and is assumed to leave as a whole, with probability $q$ per impact. The mean number of atoms removed per impact is then $q\,nds$, which must equal $Y_m$, so $q=Y_m/(nds)$. Impacts are independent, so the number $j$ received by a patch in time $t$ has a Poisson distribution with mean $m=\Gamma st$. The patch survives $j$ impacts with probability $(1-q)^j$, and its overall survival probability is

$$
\sum_{j=0}^{\infty}e^{-m}\frac{m^j}{j!}(1-q)^j=e^{-m}e^{m(1-q)}=e^{-mq}.
$$

Since $mq=\Gamma st\,Y_m/(nds)$, the patch area cancels. The modified fraction is

$$
\theta(t)=\theta_0e^{-kt},\qquad k=\frac{\Gamma Y_m}{nd},\qquad \frac{d\theta}{dt}=-k\theta .
$$

The exponential therefore rests on removal by a single successful impact. If two successful impacts were needed, the survival probability would be that of receiving none or one, $(1+mq)e^{-mq}$, which starts with zero slope.

Bare substrate recedes at the rate $r=\Gamma Y_s/n$, because $\Gamma Y_s$ atoms leave per unit area and time and each occupies a volume $1/n$. Modified area contributes $d$ times the rate at which it disappears. Here the ions are assumed not to sputter substrate from beneath a modified patch. The depth balance is

$$
\frac{dh}{dt}=kd\,\theta+r(1-\theta)=r+(kd-r)\theta_0e^{-kt}.
$$

Integrating from $h(0)=0$, with $\int_0^te^{-kt'}dt'=(1-e^{-kt})/k$, gives

$$
h(t)=rt+A\left(1-e^{-kt}\right),\qquad A=\theta_0\left(d-\frac rk\right).
$$

The late part of the curve approaches the straight line $A+rt$. Its intercept is not the modified thickness $\theta_0d$ but is smaller by $\theta_0r/k$. This is the sputtering that did not occur because modified patches covered the substrate for a mean time $1/k$. If one assumes instead that the substrate sputters at the rate $r$ under modified area too, the term $r\theta$ is added to the balance. The depth then gains $r\int_0^t\theta\,dt'=(\theta_0r/k)(1-e^{-kt})$, and the intercept becomes $\theta_0d$. The late slope is $r$ under either convention.

The shape of the curve is governed by one number. From the definitions, $kd/r=Y_m/Y_s$, so

$$
B\equiv\frac{kA}{r}=\theta_0\left(\frac{kd}{r}-1\right)=\theta_0\left(\frac{Y_m}{Y_s}-1\right),
$$

and, with $\tau=kt$,

$$
h=\frac rk\left[\tau+B(1-e^{-\tau})\right],\qquad \frac{dh}{dt}=r\left(1+Be^{-\tau}\right).
$$

The second derivative, $-rkBe^{-\tau}$, is negative for $B>0$. The curve bends steadily downward, and its slope falls towards $r$ without reaching zero. It has a pseudo-plateau, not a plateau. In the limit $Y_s\to0$ the slope at late times vanishes and $h\to\theta_0d$, the ideal self-limited step. In the opposite limit $Y_m\to Y_s$, $B$ vanishes and the curve is a straight line from the start. Moreover, $r/k=dY_s/Y_m$ does not contain the flux, and $\tau$ is proportional to the fluence $\Gamma t$. At fixed yields, a larger flux shortens the step but does not flatten the curve of depth against fluence.

A usable pseudo-plateau must satisfy two demands. The slope should have settled to within a fraction $\delta$ of $r$, which means $Be^{-\tau}\le\delta$, or

$$
\tau\ge\tau_1=\ln\frac B\delta .
$$

The accumulated term $rt$ should also still be below a fraction $\eta$ of $A$. Since $rt/A=\tau/B$, this means $\tau\le\tau_2=\eta B$. Both can hold together if $\eta B\ge\ln(B/\delta)$. Put $u=\eta B$ and exponentiate:

$$
e^u\ge\frac{u}{\eta\delta}\quad\Longleftrightarrow\quad ue^{-u}\le\eta\delta .
$$

The function $ue^{-u}$ rises to its maximum $1/e$ at $u=1$ and then falls. For $\eta\delta<1/e$ the condition therefore holds at small $u$ and again at large $u$. For small tolerances the first range has $B$ close to $\delta$ or below: the curve is then nearly straight from the start, and there is no bend to call a plateau. The second range begins where $(-u)e^{-u}=-\eta\delta$ with $-u<-1$, which selects the lower real branch $W_{-1}$ of the Lambert function:

$$
B\ge B_{\min}=-\frac{W_{-1}(-\eta\delta)}{\eta},\qquad \frac{Y_m}{Y_s}\ge1+\frac{B_{\min}}{\theta_0}.
$$

For a numerical case, take round values in the rough regime of argon ions near 50 eV on chlorinated silicon: $n=5.0\times10^{22}\ \mathrm{cm^{-3}}$, $d=0.50$ nm, $\theta_0=0.95$, $\Gamma=2.0\times10^{15}\ \mathrm{cm^{-2}\,s^{-1}}$, $Y_m=0.25$ and $Y_s=0.005$. With $d=0.50\times10^{-7}$ cm,

$$
k=\frac{(2.0\times10^{15})(0.25)}{(5.0\times10^{22})(0.50\times10^{-7})}\ \mathrm{s^{-1}}=0.20\ \mathrm{s^{-1}},
$$

$$
r=\frac{(2.0\times10^{15})(0.005)}{5.0\times10^{22}}\ \mathrm{cm/s}=0.0020\ \mathrm{nm/s}\quad(0.12\ \mathrm{nm/min}).
$$

Hence $r/k=0.010$ nm, $A=0.95(0.50-0.010)=0.4655$ nm and $B=0.95(50-1)=46.55$. The modified thickness is $\theta_0d=0.475$ nm, so the choice of convention for sputtering under modified area matters by 0.0095 nm, about 2% of $A$. The curve runs as follows; the last column is the synergy $S$, defined below.

| $t$ (s) | $h$ (nm) | slope (nm/s) | $S$ (%) |
|---:|---:|---:|---:|
| 5 | 0.304 | 0.0362 | 96.7 |
| 10 | 0.423 | 0.0146 | 95.3 |
| 20 | 0.497 | 0.0037 | 92.0 |
| 40 | 0.545 | 0.0020 | 85.3 |
| 60 | 0.585 | 0.0020 | 79.5 |

The random-impact picture was also simulated directly, with 20,000 patches of ten atoms each and the same yields. At 30 s it gave $h=0.5245$ nm, against 0.5243 nm from the formula, and $\theta=0.00195$ against 0.00235. The latter two values correspond to 39 surviving patches where 47 are expected, a difference close to the counting noise $\sqrt{47}\approx7$.

With tolerances $\delta=\eta=0.10$, the slope settles at

$$
t_1=\frac1k\ln\frac B\delta=(5.0\ \mathrm s)\ln(465.5)=30.7\ \mathrm s,
$$

whereas $rt$ has already reached a tenth of $A$ at $\eta A/r=23.3$ s. The two demands exclude each other here. By the time the slope is a 10% measure of sputtering, $rt$ amounts to 13% of $A$. Satisfying both would need $B\ge64.7$, hence $Y_m/Y_s\ge69$ at this $\theta_0$; the example has 50. A curve can look flat on a plot and still offer no time at which both demands are met. The outcome depends on how the second demand is stated. With substrate under modified area protected, as assumed here, the sputtered part at 30.7 s is 9.9% of the measured depth $h$, just within a tenth, although $rt$ is 13% of $A$.

In practice a slope is read from two depths, at times $t_a<t_b$. Subtracting the two expressions for $h$ and dividing by $t_b-t_a$ gives

$$
\frac{h(t_b)-h(t_a)}{t_b-t_a}=r\left[1+B\,\frac{e^{-\tau_a}-e^{-\tau_b}}{\tau_b-\tau_a}\right],
$$

where $A=Br/k$ has been used. The second term in the bracket is positive, so incomplete removal makes the inferred sputter rate too large. Between 20 and 40 s, $\tau$ runs from 4 to 8 and the excess is $46.55(e^{-4}-e^{-8})/4=0.21$: the slope reads 0.00242 nm/s, 21% above $r$. Between 40 and 60 s the excess is 0.4%. The price of the later interval is a longer step for a depth change of only 0.04 nm per cycle. Such a change can be accumulated over many cycles, provided each modification restores the same $\theta_0$ and $d$.

The slope is related to the synergy, which compares the full cycle with its two half-steps performed alone. Let $\alpha$ be the depth etched by the modification step alone and $\beta$ the depth sputtered from an unmodified surface in the same ion time. Setting $\theta_0=0$ in the depth balance gives $\beta=rt$. If the etching $\alpha$ simply adds to the cycle, the total is $\alpha+h$, and

$$
S=\frac{(\alpha+h)-\alpha-\beta}{\alpha+h}=\frac{A(1-e^{-kt})}{\alpha+h}.
$$

The ion-time slope does not contain $\alpha$. A process that etches spontaneously during modification can thus have a small residual slope and a poor synergy. For $\alpha=0$, the case tabulated,

$$
S=\left[1+\frac{1}{B}\,\frac{\tau}{1-e^{-\tau}}\right]^{-1}.
$$

The derivative of $\tau/(1-e^{-\tau})$ has the sign of $1-e^{-\tau}-\tau e^{-\tau}=e^{-\tau}(e^\tau-1-\tau)$, which is positive for $\tau>0$. Without etching in the modification step, synergy in this model therefore falls steadily with ion time, from $B/(1+B)$ at the start. Its high value at 5 s does not signify a finished step: the modified fraction is still 0.35. Synergy needs to be quoted together with the ion time and the degree of removal.

The identification of the late slope with sputtering fails if reactant returns. Let residual gas modify bare area again, to the same depth $d$, at the rate $a(1-\theta)$. Then

$$
\frac{d\theta}{dt}=-k\theta+a(1-\theta)=a-(a+k)\theta,
$$

whose solution is

$$
\theta=\theta_{ss}+(\theta_0-\theta_{ss})e^{-(a+k)t},\qquad \theta_{ss}=\frac{a}{a+k}.
$$

Modified area no longer disappears, and inserting $\theta_{ss}$ in the unchanged depth balance gives the late slope

$$
v=r+(kd-r)\frac{a}{a+k}.
$$

A surface with no sputtering at all would have the late slope $kda/(a+k)$. This equals a given $r$ when $kda=r(a+k)$, that is, when $a=rk/(kd-r)$. One late slope therefore cannot tell sputtering from continuous ion-assisted chemical etching. Nor can the late slope of a run without the modification step, if the residual gas is still present, because $\theta_{ss}$ does not depend on $\theta_0$.

Varying the flux can separate them. For $a\ll k$, to first order in $a/k$,

$$
v\simeq r+a\left(d-\frac rk\right).
$$

At fixed ion energy and fixed residual pressure, with $a$ independent of the flux, the first term is proportional to $\Gamma$ and the second does not depend on it. A straight line through late slopes measured at several fluxes, all with $k\gg a$, has $a(d-r/k)$, the chemical removal net of the sputtering it shields, as its intercept at zero flux. This holds to first order only: the neglected terms lower the fitted intercept by a fraction of the order of $a/k$ at the lowest flux used.

To size this for the example, let chlorine molecules of mass $M$ strike the surface at the kinetic-theory rate $J=p/\sqrt{2\pi Mk_BT}$. At $p=10^{-7}$ Torr and 300 K, $J=2.4\times10^{13}\ \mathrm{cm^{-2}\,s^{-1}}$. Assume a sticking probability of 0.1, two atoms per molecule, and $2.5\times10^{15}$ chlorine atoms per $\mathrm{cm^2}$ in a full modified layer. Then

$$
a=\frac{2(0.1)(2.41\times10^{13})}{2.5\times10^{15}}\ \mathrm{s^{-1}}=0.0019\ \mathrm{s^{-1}}.
$$

Less than 1% of the area is then modified in the steady state, yet the late slope rises from 0.0020 to 0.0029 nm/s, by 47%. The effect is large because modified area recedes fifty times faster than bare area. About $2\times10^{-7}$ Torr would produce the slope $r$ with no sputtering. These are crude estimates: the sticking probability is assumed, and each adsorbed chlorine atom is credited with the removal of one silicon atom. If more chlorine is needed per silicon atom, the effect shrinks roughly in proportion.

A second imitation of sputtering comes from modified area that is hard to remove. Let fractions $f_i$ of the surface, with $\sum_i f_i=1$, have loss rates $k_i$ but equal $\theta_0$, $d$ and $r$. The depth balance holds on each fraction separately, and the area average is

$$
\frac{dh}{dt}=r+\sum_i f_i\theta_0(k_id-r)e^{-k_it}.
$$

If 10% of the area has the rate $k/4$ and the rest has $k$, the slope at 30.7 s is 0.00265 nm/s instead of 0.00220 nm/s. Its excess over $r$ is 33% instead of 10%. Unlike the effect of reactant returning at a constant rate, this excess dies out, so a slope that keeps falling at later times points to unfinished removal, provided the other conditions are steady. In particular the residual pressure must be steady: reactant still being pumped away during the ion step also gives a falling slope.

Set beside real argon-ion removal of chlorinated silicon, a modified thickness of about half a nanometre and ion energies of some tens of electronvolts are of the usual order. The value of $Y_s$ is an assumption, and $r$ scales with it. Close to the sputtering threshold the yield also depends strongly on the ion energy. Under an assumed law $Y_s\propto\sqrt E-\sqrt{E_{th}}$ with $E_{th}=35$ eV, a drift of the ion energy $E$ from 50 to 55 eV raises $Y_s$, and hence $r$, by 30%. Under the same law a uniform spread of $\pm10$ eV about 50 eV lowers the mean $Y_s$ by only 1%, because the linear changes cancel and the slight downward curvature remains. Both figures belong to the assumed law. A yield that curves upward near threshold, as common semi-empirical sputter formulas do, responds more strongly and reverses the sign of the second effect: with $Y_s\propto(\sqrt E-\sqrt{E_{th}})^2$ the drift raises $Y_s$ by 69% and the spread raises its mean by about 10%. The kinetic energy of the ions supplies 16 mW/cm², which by itself would warm an uncooled wafer with a rough heat capacity of 0.13 J/(cm² K) by about 7 K in 60 s; any resulting change in the yields is left out. Residual chlorine, at the pressure, sticking probability, ion flux and $Y_s$ assumed here and with one chlorine atom per silicon atom removed, adds 47% to the late slope (about half of that with two chlorine atoms per silicon atom; a larger $Y_s$ would also make the percentage smaller) and, unlike unfinished removal, does not die out while the residual pressure stays constant. This excess depends on $a/k$, and $k$ is proportional to the ion flux. The residual pressure and the ion flux should therefore both be reported along with the ion energy when that slope is offered as a sputter rate. The numerical output lists the remaining intermediate values.

## Values computed for the example and the checks

```
INPUTS (round values, rough regime Ar+ on chlorinated Si)
atom density n = 5.0e+22 cm^-3
modified depth d = 0.50 nm, theta0 = 0.95
ion flux = 2.0e+15 cm^-2 s^-1, energy = 50 eV
yields: Ym = 0.250, Ys = 0.005 atoms/ion
DERIVED
loss rate k = 0.2000 s^-1, 1/k = 5.00 s
sputter rate r = 0.00200 nm/s = 0.120 nm/min
initial slope = 0.09510 nm/s
theta0*d = 0.4750 nm
intercept A = 0.4655 nm, B = 46.55
TIME TABLE: t (s), theta, h (nm), slope (nm/s), synergy (%)
    5 0.34949 0.3043 0.03625 96.7
   10 0.12857 0.4225 0.01460 95.3
   20 0.01740 0.4970 0.00371 92.0
   40 0.00032 0.5453 0.00203 85.3
   60 0.00001 0.5855 0.00200 79.5
PLATEAU
tolerances: delta = 0.10, eta = 0.10
slope within delta of r after t = 30.72 s
ion fluence by then = 6.14e+16 cm^-2
depth by then = 0.5259 nm
r*t/A by then = 13.2 %
r*t reaches eta*A at t = 23.27 s
smallest B for both = 64.73
smallest Ym/Ys = 69.1; example 50.0
two-point slope 20-40 s = 0.002418 nm/s, excess 20.92 %
two-point slope 40-60 s = 0.002008 nm/s, excess 0.38 %
SIMULATION
random impacts, t = 30 s: theta = 0.00195, h = 0.5245 nm
formula, t = 30 s: theta = 0.00235, h = 0.5243 nm
NEGLECTED EFFECTS
Cl2: 1e-07 Torr, 300 K, sticking 0.1, full layer 2.5e+15 Cl/cm^2
Cl2 impingement = 2.41e+13 cm^-2 s^-1
return rate a = 0.00193 s^-1, theta_ss = 0.00954
late slope with Cl2 = 0.00294 nm/s, excess 47 %
Cl2 pressure giving slope r without sputtering = 2.1e-07 Torr
slow 10 % of area at k/4: slope at 30.7 s = 0.00265 nm/s
same time, single rate: slope = 0.00220 nm/s
assumed sputter threshold = 35 eV
energy +5 eV: Ys changes +30 %
uniform spread +/-10 eV: Ys changes -1.0 %
ion power = 16.0 mW/cm^2, heat capacity 0.13 J/(cm^2 K)
uncooled heating in 60 s = 7.4 K
sputtering under modified area too: depth +0.0095 nm
```
